# How many plane waves silicon needs at a 10 rydberg cutoff

## Question

A band-structure calculation for silicon expands each electron state in plane waves and keeps those with kinetic energy up to 10 rydberg. Roughly how many waves does this give for the two-atom primitive cell, how far can the number at one wave vector differ from the estimate, and how does it grow with the cutoff and with the cell?

## Answer

### Which waves are counted

In a crystal, Bloch's theorem lets every one-electron state be written as $e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)$, where $u$ has the period of the lattice. A periodic function has a Fourier series containing only the reciprocal-lattice vectors $\mathbf G$, so

$$\psi_{\mathbf k}(\mathbf r)=\sum_{\mathbf G}c_{\mathbf G}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.$$

Each term is an eigenfunction of the kinetic energy with eigenvalue $\hbar^2|\mathbf k+\mathbf G|^2/2m$. A cutoff $E$ keeps the terms with

$$\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}\le E
\quad\Longleftrightarrow\quad
|\mathbf k+\mathbf G|\le K=\frac{\sqrt{2mE}}{\hbar}.$$

The question is therefore how many points $\mathbf k+\mathbf G$ lie inside a sphere of radius $K$. The cutoff limits the kinetic energy of each basis wave; it is not a limit on the band energies. Spatial waves are counted here. If spin-orbit coupling requires two-component states, the basis is twice as large.

### The volume of reciprocal space per wave

Silicon has a face-centred cubic lattice with two atoms per lattice point. With cubic lattice constant $a$, the primitive vectors are

$$\mathbf a_1=\tfrac a2(0,1,1),\quad \mathbf a_2=\tfrac a2(1,0,1),\quad \mathbf a_3=\tfrac a2(1,1,0).$$

The determinant of the three integer rows is 2, so the cell volume is $\Omega=(a/2)^3\times2=a^3/4$. This agrees with the eight atoms in the cube: a quarter of the cube holds two.

The reciprocal vectors are defined by $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. Let $A$ and $B$ be the matrices whose rows are the $\mathbf a_j$ and the $\mathbf b_i$. The definition then reads $BA^{T}=2\pi I$. Taking determinants gives $\det B\,\det A=(2\pi)^3$, and so the reciprocal cell has volume

$$\Omega_B=\frac{(2\pi)^3}{\Omega}.$$

There is one vector $\mathbf G$ per volume $\Omega_B$. Dividing the volume of the sphere by the volume per point gives the estimate

$$N=\frac{4\pi K^3/3}{(2\pi)^3/\Omega}
=\frac{4\pi}{3}\,\frac{\Omega K^3}{8\pi^3}
=\frac{\Omega K^3}{6\pi^2}.$$

The atoms do not appear in this formula. They matter only through the size of the cell they occupy.

### The number for silicon

Take $a=0.543$ nm, equal to 10.261 bohr, as the input of the example; the lattice constant of real silicon is about 0.54 nm. In atomic units $\hbar=m=1$ and one rydberg is half a hartree, so the cutoff is $E=5$ hartree. Then $K^2/2=5$, and $K=\sqrt{10}=3.1623$ per bohr. The cell volume is $\Omega=270.11$ bohr³, and

$$N=\frac{270.11\times(3.1623)^3}{6\pi^2}
=\frac{270.11\times31.62}{59.22}\approx144.$$

To the accuracy of a rough estimate, this is **about 140 plane waves**.

In engineering units the cutoff is 136.06 eV and $\hbar^2/2m=0.03810$ eV nm², so $K=\sqrt{136.06/0.03810}=59.76$ nm⁻¹. The sphere has volume $8.939\times10^5$ nm⁻³ and the reciprocal cell 6197 nm⁻³. Their ratio is again 144. No wave in the basis has a wavelength below $2\pi/K=0.105$ nm, about a fifth of the lattice constant.

### In what sense the estimate is exact

A number of waves must be an integer, whereas $N$ is not. The reason is that $N$ is the mean over all wave vectors in the Brillouin zone. Let $\theta(x)$ be 1 for $x\ge0$ and 0 otherwise. The count at one $\mathbf k$ is

$$N(\mathbf k)=\sum_{\mathbf G}\theta\big(K-|\mathbf k+\mathbf G|\big),$$

and its mean over the zone is

$$\overline{N}=\frac1{\Omega_B}\int_{\rm zone}d^3k\sum_{\mathbf G}\theta\big(K-|\mathbf k+\mathbf G|\big).$$

In each term put $\mathbf q=\mathbf k+\mathbf G$. As $\mathbf k$ runs over the zone, $\mathbf q$ runs over the zone shifted by $\mathbf G$. The shifted zones fill reciprocal space once, without gaps or overlaps of finite volume, so the sum of integrals becomes one integral over all space:

$$\overline N=\frac1{\Omega_B}\int d^3q\;\theta(K-|\mathbf q|)=\frac{4\pi K^3/3}{\Omega_B}=N.$$

No assumption of a large sphere was made. A direct count on a mesh of 4096 wave vectors gives a mean of 144.25, against 144.24 from the formula.

### How far a single wave vector can deviate

At the zone centre $\Gamma$, where $\mathbf k=0$, the count can be done by hand. The reciprocal vectors are $\mathbf b_1=(2\pi/a)(-1,1,1)$ and its two companions with the minus sign in the second or third place. Their integer combinations are $\mathbf G=(2\pi/a)(h,k,l)$ with $h,k,l$ all even or all odd. The unit is $2\pi/a=11.571$ nm⁻¹, so the cutoff condition becomes

$$h^2+k^2+l^2\le\left(\frac{59.758}{11.571}\right)^2=26.67.$$

The allowed sums of squares are 0, 3, 4, 8, 11, 12, 16, 19, 20 and 24. They contain, in that order,

$$1+8+6+12+24+8+6+24+24+24=137$$

vectors. The estimate is thus 5 % above the count at $\Gamma$, relative to the estimate itself. At other points the direct counts are 150 at X, 138 at L and 144 at W. At 0.85 of the way from $\Gamma$ to X, roughly where silicon has its conduction-band minimum, the count is 142.

On the mesh the standard deviation is 2.45 waves, or 1.7 % of the mean, and the extremes are 136 and 153. The last digit of the deviation depends on the sampling: a much denser sampling of the zone lowers it by about 0.02, to 2.43, so the settled value is about 2.4 waves. These are the extremes of the sampled points, not proven limits: at $\mathbf k=(2\pi/a)(1,0.2,0.2)$, which is not on the mesh, the count is 134.

A proven limit follows from geometry. Around every point $\mathbf k+\mathbf G$ draw its Wigner-Seitz cell, the region closer to that point than to any other. Each cell has volume $\Omega_B$. Let $R$ be a distance that no point of a cell exceeds from its centre.

- Every cell with its centre inside the sphere of radius $K$ lies within radius $K+R$. Hence $N(\mathbf k)\,\Omega_B\le 4\pi(K+R)^3/3$.
- Every point within radius $K-R$ belongs to a cell whose centre is within $K$, and that centre is counted. Hence $N(\mathbf k)\,\Omega_B\ge4\pi(K-R)^3/3$, provided $K>R$.

Dividing by $\Omega_B$ and using $N=4\pi K^3/(3\Omega_B)$,

$$N\left(1-\frac RK\right)^3\le N(\mathbf k)\le N\left(1+\frac RK\right)^3.$$

To find $R$, measure lengths in units of $2\pi/a$ and let $x\ge y\ge z\ge0$ be the magnitudes of a cell point's coordinates. The point must be no closer to the neighbour of type $(2,0,0)$ than to the centre, which requires $x\le1$. The neighbour of type $(1,1,1)$ requires $x+y+z\le3/2$. Because $y^2+z^2\le(y+z)^2$,

$$x^2+y^2+z^2\le x^2+\left(\tfrac32-x\right)^2.$$

For $x$ between $1/2$ and 1 the right side is a convex parabola, so its largest value is at an end, and both ends give $5/4$. For $x<1/2$ the squared length is below $3/4$. Therefore $R=(\sqrt5/2)(2\pi/a)=12.94$ nm⁻¹.

With $R/K=0.216$ the bounds are 69 and 260 waves. They are far wider than the spread found by counting, since they allow every cell at the surface to err in the same direction. Their use is to show the trend: at fixed lattice constant the relative deviation cannot exceed about $3R/K$ when $K\gg R$, so it vanishes at least as fast as $E^{-1/2}$.

### How the number scales

Since $K\propto E^{1/2}$,

$$N\propto\Omega\,E^{3/2}.$$

Four times the cutoff doubles $K$ and multiplies the number by $2^3=8$. The formula gives 1154 waves at 40 rydberg, and a mesh count gives the same mean. The eight-atom cubic cell has four times the primitive volume and, at 10 rydberg, a mean of 577 waves.

For small changes, take the logarithm, $\ln N=\ln\Omega+\tfrac32\ln E+\text{constant}$, and differentiate. With $\Omega\propto a^3$,

$$\frac{\delta N}{N}=3\,\frac{\delta a}{a}+\frac32\,\frac{\delta E}{E}.$$

A uniform 1 % increase of the lattice constant at fixed cutoff thus raises the mean by about 3 %, from 144.2 to 148.6. Heating by 300 K, with a rough expansion coefficient of $3\times10^{-6}$ K⁻¹, gives $\delta N=144.2\times3\times9\times10^{-4}=0.39$, less than one wave.

The count at $\Gamma$ behaves differently, because all vectors of equal length enter together as a shell. The next sum of squares is 27, with 24 vectors of type $(5,1,1)$ and 8 of type $(3,3,3)$. This shell of 32 lies at 10.123 rydberg, just outside the cutoff. Its energy falls as $a^{-2}$, so an expansion of $\sqrt{1.0123}-1$, about 0.6 %, brings it inside. At 1 % expansion the $\Gamma$ count has jumped from 137 to 169, a rise of 23 %, while the mean has risen by 3 %. If total energies at several lattice constants are compared at a fixed, low cutoff, the basis changes in such steps, and the energies can show steps as well.

### The limit of a small cutoff

The scaling law can be written with one energy scale. Setting $N=1$ gives $E_1=E/N^{2/3}=10/(144.2)^{2/3}\approx0.36$ rydberg, so

$$N=\left(\frac{E}{0.36\ \text{rydberg}}\right)^{3/2}$$

for the primitive cell of silicon. Below $E_1$ the mean is less than one: some wave vectors have no basis wave at all, while $\Gamma$ always keeps $\mathbf G=0$. The mean is still correct there, but it no longer describes a typical wave vector. Empty wave vectors do not vanish at $E_1$ itself: the last ones, at W, lie a distance $R$ from the nearest $\mathbf G$ and gain a wave only when $K=R$, at about 0.47 rydberg. The estimate is useful at a single $\mathbf k$ when $E\gg E_1$, and 10 rydberg is about 27.5 times $E_1$.

### What the count presumes about the core electrons

A basis of 144 waves can represent smooth functions only. The 1s electrons of silicon are not smooth on a scale of 0.1 nm. Their demand can be sized with a hydrogen-like orbital of nuclear charge $Z=14$, ignoring screening. In atomic units $\psi=\sqrt{Z^3/\pi}\,e^{-Zr}$. Doing the angular part of the Fourier integral leaves

$$\phi(p)=\frac{1}{(2\pi)^{3/2}}\,\frac{4\pi}{p}\sqrt{\frac{Z^3}{\pi}}\int_0^\infty r\,e^{-Zr}\sin(pr)\,dr.$$

The radial integral is the imaginary part of $\int_0^\infty r\,e^{-(Z-ip)r}dr=(Z-ip)^{-2}$, which is $2Zp/(Z^2+p^2)^2$. Hence

$$\phi(p)=\frac{2\sqrt2}{\pi}\,\frac{Z^{5/2}}{(Z^2+p^2)^2}.$$

The part of the norm inside the cutoff sphere is $\int_0^K4\pi p^2\phi^2\,dp$. With $x=p/Z$ this becomes

$$\frac{32}{\pi}\int_0^{K/Z}\frac{x^2\,dx}{(1+x^2)^4}.$$

For $K/Z=3.162/14=0.226$ it is 3.5 %. Holding 99 % of the norm would take a cutoff near 1400 rydberg, or 19 keV, and about $2.4\times10^5$ waves for the same two-atom cell. The 10 rydberg basis therefore presumes a pseudopotential, which removes the core states and replaces the valence states near the nucleus by smooth ones. The orbital model gives an order of magnitude, since it omits screening and the other core shells.

### Beside real calculations and devices

The cutoff that a calculation needs depends on how smooth its pseudopotential is. If 10 rydberg is too low and 40 rydberg is required, the basis is eight times larger. The volume estimate gives the size of the basis and does not show that the bands have converged.

Thin films and nanowires break the assumption of a two-atom repeating cell. The basis then follows the volume of the whole repeated box, including any vacuum, at $144.24/0.04003\approx3600$ waves per nm³. A wire in a box of 5 nm × 5 nm × 0.543 nm, or 13.6 nm³, needs about 49 000 waves at the same cutoff. A dense complex matrix with 16 bytes per element takes about 0.33 MB for 144 waves and about 38 GB for this wire. At fixed cutoff its storage grows as the square of the box volume, so direct diagonalization, light for bulk silicon, soon becomes impractical for a device cross-section. Plane-wave programs usually avoid storing this matrix: an iterative solver needs only its action on trial states. The storage is then set mainly by the number of waves times the number of states, which is much smaller but still grows quickly with the size of the device.

The main computed values are listed with their units in the check's output; the storage figures and the wire estimate follow from them by the arithmetic shown.

## Table of computed values

```
lattice constant (rough input): 0.543 nm = 10.261 bohr
cutoff energy: 136.06 eV = 10.0 Ry
hbar^2/(2m): 0.038100 eV nm^2
cutoff wave number K: 59.758 1/nm = 3.1623 1/bohr
shortest wavelength 2 pi/K: 0.1051 nm
primitive-cell volume: 0.04003 nm^3 = 270.11 bohr^3
reciprocal-cell volume: 6197.3 1/nm^3
cutoff-sphere volume: 893892 1/nm^3
volume estimate N: 144.24 plane waves
direct count at Gamma: 137 plane waves
direct count at X: 150 plane waves
direct count at L: 138 plane waves
direct count at W: 144 plane waves
direct count at 0.85 Gamma-X: 142 plane waves
k points in mesh: 4096
mesh mean: 144.25 plane waves
mesh standard deviation: 2.45 plane waves
mesh minimum and maximum: 136 and 153
unit 2 pi/a: 11.571 1/nm; zone radius R: 12.937 1/nm
lower and upper bounds: 69.4 and 259.7 plane waves
four times the cutoff, mesh mean: 1154.0; 8N: 1153.9
eight-atom cube, mesh mean: 577.0; 4N: 577.0
next shell at Gamma: 137.74 eV = 10.123 Ry, 32 vectors
lattice expansion that admits it: 0.62 %
lattice constant +1 %: N = 148.61, Gamma count = 169
thermal input (rough): 3.0e-06 1/K, rise 300 K
thermal change of N: 0.39 plane waves
1s core norm inside K (Z = 14): 3.47 %
cutoff for 99 % of 1s norm: 19.3 keV = 1418 Ry
plane waves at that cutoff: 2.44e+05
```
